# Zero-field splitting from g anisotropy for an axial orbital-singlet defect

## Definitions and conventions

The defect has a ground state of total spin \(S\ge 1\) that is non-degenerate apart from its \(2S+1\) spin components: an orbital singlet. The symmetry axis is \(z\). Angular momenta are in units of \(\hbar\), and \(g_e=2.00232\) is the free-electron value. The spin Hamiltonian is

\[
H_{\rm spin}=D\left[S_z^2-\tfrac13S(S+1)\right]+\mu_B\left[g_\parallel B_zS_z+g_\perp(B_xS_x+B_yS_y)\right].
\]

For \(S=\tfrac12\) the operator \(S_z^2\) is the constant \(\tfrac14\) and \(D\) has no meaning, hence the restriction on \(S\).

The microscopic Hamiltonian is \(H_0+W\). \(H_0\) contains the crystal field and electron repulsion, is independent of spin and has real coefficients. The perturbation is

\[
W=\lambda\,\mathbf L\cdot\mathbf S+\mu_B\mathbf B\cdot(\mathbf L+g_e\mathbf S).
\]

The statement to be derived is

\[
\boxed{D=\frac{\lambda}{2}\,(g_\parallel-g_\perp)}
\]

It holds to leading order in \(\lambda\) divided by the excitation energies, for the spin-orbit part of \(D\), under two conditions:

1. The excited states that contribute have the same total spin as the ground state.
2. They all couple to it through one constant \(\lambda\).

The first condition does not imply the second.

## When there is a single coupling constant

The underlying interaction is a sum over electrons, \(\zeta\sum_i\mathbf l_i\cdot\mathbf s_i\), with \(\zeta>0\). Consider an open shell with \(N=2S\) electrons, all spins aligned. The spin function with \(M=S\) has every spin up and is unchanged when two electrons are exchanged. The other components follow by applying the symmetric operator \(S_-\), so they are symmetric too. For two such functions \(\chi,\chi'\), exchange symmetry makes \(\langle\chi'|\mathbf s_i|\chi\rangle\) the same for every \(i\). The \(N\) equal terms add up to \(\langle\chi'|\mathbf S|\chi\rangle\), so each is \(\langle\chi'|\mathbf S|\chi\rangle/N\). With \(P\) the projector on total spin \(S\),

\[
P\,\zeta\sum_i\mathbf l_i\cdot\mathbf s_i\,P=\frac{\zeta}{2S}\,\mathbf L\cdot\mathbf S,
\qquad \lambda=+\frac{\zeta}{2S}.
\]

For a shell with \(2S\) aligned holes the sign reverses. Write a one-electron operator as \(O=\sum_{ab}\langle a|o|b\rangle c_a^\dagger c_b\). Reordering gives \(O={\rm Tr}\,o-\sum_{ab}\langle a|o|b\rangle c_bc_a^\dagger\), and the trace over the shell vanishes for \(\mathbf l\), \(\mathbf s\) and \(\mathbf l\cdot\mathbf s\). Create a hole in state \(a\) by removing an electron from the time-reversed state: \(h_a^\dagger=c_{\theta a}\). If \(\theta^{-1}o\,\theta=\epsilon o\), antiunitarity of \(\theta\) gives \(\langle\theta a|o|\theta b\rangle=\epsilon\langle b|o|a\rangle\), and therefore

\[
O=-\epsilon\sum_{ab}\langle b|o|a\rangle h_b^\dagger h_a .
\]

Both \(\mathbf l\) and \(\mathbf s\) are odd under time reversal (\(\epsilon=-1\)) and keep their form for holes. The product \(\mathbf l\cdot\mathbf s\) is even (\(\epsilon=+1\)) and changes sign. Repeating the projection for holes gives \(\lambda=-\zeta/(2S)\).

## Second-order derivation

**Quenching.** Because \(H_0\) is real, the non-degenerate orbital state \(|0\rangle\) can be chosen real. The operator \(\mathbf L\) is \(-i\) times a real differential operator, so \(\langle0|L_i|0\rangle\) is imaginary. Since \(L_i\) is Hermitian, it is also real, and hence zero. The first-order part of \(W\) is therefore just \(g_e\mu_B\mathbf B\cdot\mathbf S\).

**Coupling to excited states.** Let \(|n\rangle\) be an excited orbital state of the same \(S\). The term \(g_e\mathbf S\) does not act on the orbital state and drops out by orthogonality:

\[
\langle n|W|0\rangle=\sum_i\langle n|L_i|0\rangle\,(\lambda S_i+\mu_BB_i).
\]

This is still an operator on the \(2S+1\) spin components. Define

\[
\Lambda_{ij}=\sum_{n\ne0}\frac{\langle0|L_i|n\rangle\langle n|L_j|0\rangle}{E_n-E_0}.
\]

With real \(|n\rangle\), \(\langle0|L_i|n\rangle=ia_i\) and \(\langle n|L_j|0\rangle=-ia_j\) with real \(a\). Each product is \(a_ia_j\), so \(\Lambda\) is real and symmetric. Degenerate perturbation theory in the ground multiplet gives, apart from \(E_0\),

\[
H_{\rm eff}=g_e\mu_B\mathbf B\cdot\mathbf S-\sum_{ij}\Lambda_{ij}(\lambda S_i+\mu_BB_i)(\lambda S_j+\mu_BB_j).
\]

**Expansion.** The two cross terms are equal because \(\Lambda\) is symmetric:

\[
H_{\rm eff}=\mu_B\sum_{ij}B_i\left(g_e\delta_{ij}-2\lambda\Lambda_{ij}\right)S_j-\lambda^2\sum_{ij}\Lambda_{ij}S_iS_j-\mu_B^2\sum_{ij}\Lambda_{ij}B_iB_j .
\]

The last term shifts all spin components equally. The others identify

\[
g_{ij}=g_e\delta_{ij}-2\lambda\Lambda_{ij},\qquad D_{ij}=-\lambda^2\Lambda_{ij}.
\]

**Axial symmetry.** Now \(\Lambda={\rm diag}(\Lambda_\perp,\Lambda_\perp,\Lambda_\parallel)\). Using \(S_x^2+S_y^2=S(S+1)-S_z^2\),

\[
\sum_{ij}D_{ij}S_iS_j=(D_\parallel-D_\perp)S_z^2+D_\perp S(S+1).
\]

The second term is a constant. Hence

\[
D=-\lambda^2(\Lambda_\parallel-\Lambda_\perp),\qquad g_\parallel-g_\perp=-2\lambda(\Lambda_\parallel-\Lambda_\perp).
\]

Substituting \(\Lambda_\parallel-\Lambda_\perp=-(g_\parallel-g_\perp)/(2\lambda)\) into the first equation gives the boxed relation.

The sign of \(D\) in this model does not depend on the sign of \(\lambda\): \(D>0\) when the orbital response \(\Lambda\) is larger across the axis. The sign of the \(g\) anisotropy does depend on it. In cubic symmetry both anisotropies vanish, although the isotropic shift of \(g\) remains.

If the symmetry is lower than axial, the tensor equations still give \(D_{ij}=(\lambda/2)(g_{ij}-g_e\delta_{ij})\). In principal axes the rhombic term \(E(S_x^2-S_y^2)\) has \(E=(D_{xx}-D_{yy})/2\), so \(E=(\lambda/4)(g_{xx}-g_{yy})\).

## Failure with same-spin excitations of two kinds

Take the component \(M=S\), with all unpaired electrons spin-up. Moving a spin-down electron from a doubly occupied orbital \(a\) to a half-filled orbital \(b\) gives a spin-orbit element \(-\tfrac12\zeta\langle b|l_z|a\rangle\). The corresponding element of \(\lambda L_zS_z\) is \(\lambda S\langle b|l_z|a\rangle\), so \(\lambda=-\zeta/(2S)\). Moving a spin-up electron from a half-filled to an empty orbital gives \(\lambda=+\zeta/(2S)\) in the same way. Both excited states keep \(2S\) parallel unpaired electrons and therefore total spin \(S\). Rotational symmetry in spin space carries these constants over to the other components.

With a separate \(\lambda_n\) for each excitation, the expansion becomes

\[
g_{ij}-g_e\delta_{ij}=-2\sum_n\lambda_n\Lambda_{ij}^{(n)},\qquad D_{ij}=-\sum_n\lambda_n^2\Lambda_{ij}^{(n)} .
\]

In any one diagonal element, contributions with opposite signs of \(\lambda_n\) oppose each other in \(g_{ii}-g_e\) but add in \(D_{ii}\). The effect on the axial differences depends on which directions the excitations serve; in the example below both act across the axis.

A four-electron triplet in a d shell shows the size of the failure. Let \(xy\) be doubly occupied, \(xz\) and \(yz\) singly occupied, and \(z^2\) empty; the \(x^2-y^2\) orbital is placed too high to matter. The gaps are 0.60 eV from \(xy\) to \(xz,yz\) and 1.40 eV from there to \(z^2\), with \(\zeta=0.075\) eV. The squared elements of \(L_x\), derived in the next section, are 1 and 3. \(L_z\) has no available excitation, because it connects \(xz\) to \(yz\), where the spin-up state is already filled. Thus

\[
D=(0.0375)^2\left(\frac1{0.60}+\frac3{1.40}\right)\ {\rm eV},\qquad
g_\parallel-g_\perp=0.075\left(\frac3{1.40}-\frac1{0.60}\right)=0.0357 .
\]

The first expression is 1295 GHz. It counts same-spin excitations only and leaves out electron repulsion. Spin-flip states, such as singlets with the same two electrons in \(xz\) and \(yz\), can change \(D\) by a comparable amount, so the value illustrates the failure of the relation and does not predict \(D\) for a real ion. The singlet part depends strongly on the repulsion: about \(+1590\) GHz for Racah parameters \(B=0.02\), \(C=0.08\) eV and \(+270\) GHz for \(B=0.05\), \(C=0.20\) eV. For repulsion of 3d size (\(B=0.08\), \(C=0.35\) eV) a quintet falls below the triplet with these levels, so the example needs weaker repulsion or larger gaps to describe a ground state. The ratio \(2D/(g_\parallel-g_\perp)\) is 0.300 eV, eight times the magnitude of either coupling constant. If the two terms in \(g\) were equal, \(g\) would be isotropic while \(D\) stayed finite.

## Worked model: a d⁸ ion in a tetragonal oxide site

The model has eight d electrons: \(xy,xz,yz\) are filled, and \(z^2\) and \(x^2-y^2\) hold one spin-up electron each. This is a two-hole shell with \(S=1\), so \(\lambda=-\zeta/2\). Singlets and electron repulsion are left out at first.

**Matrix elements.** Apart from a common radial factor, equally normalized orbitals are \(xy\), \(xz\), \(yz\), \(u=(x^2-y^2)/2\) and \(v=(2z^2-x^2-y^2)/(2\sqrt3)\). Direct differentiation gives

\[
L_z\,xy=-i(x\partial_y-y\partial_x)xy=-i(x^2-y^2)=-2i\,u,
\]
\[
L_x\,yz=-i(y\partial_z-z\partial_y)yz=i(z^2-y^2)=i(u+\sqrt3\,v),
\]
\[
L_x\,xy=i\,xz .
\]

The squared elements are 4 for \(xy\to u\), 1 for \(yz\to u\), 3 for \(yz\to v\), and 1 for \(xy\to xz\). The last belongs to the four-electron case; here \(xz\) is full. The orbital \(v\) is symmetric about \(z\), so \(L_zv=0\). Therefore

\[
\Lambda_\parallel=\frac4{\varepsilon_u-\varepsilon_{xy}},\qquad
\Lambda_\perp=\frac1{\varepsilon_u-\varepsilon_{yz}}+\frac3{\varepsilon_v-\varepsilon_{yz}} .
\]

**Numbers.** The inputs are a cubic splitting \(\Delta=1.05\) eV, \(\delta_e=\varepsilon_u-\varepsilon_v=0.06\) eV, \(\delta_t=\varepsilon_{xy}-\varepsilon_{yz}=0.02\) eV and \(\zeta=0.075\) eV, so \(\lambda=-0.0375\) eV. With each group's mean energy held fixed, the three gaps are

\[
\begin{aligned}
\varepsilon_u-\varepsilon_{xy}&=\Delta+\tfrac12\delta_e-\tfrac23\delta_t=1.0667\ {\rm eV},\\
\varepsilon_u-\varepsilon_{yz}&=\Delta+\tfrac12\delta_e+\tfrac13\delta_t=1.0867\ {\rm eV},\\
\varepsilon_v-\varepsilon_{yz}&=\Delta-\tfrac12\delta_e+\tfrac13\delta_t=1.0267\ {\rm eV}.
\end{aligned}
\]

Hence \(\Lambda_\parallel=3.7500\) and \(\Lambda_\perp=3.8423\) eV\(^{-1}\). Since \(-2\lambda=0.075\) eV,

\[
g_\parallel=2.00232+0.075\times3.7500=2.2836,\qquad
g_\perp=2.00232+0.075\times3.8423=2.2905,
\]
\[
D=\frac{-0.0375\ {\rm eV}}2\times(-0.006924)=1.298\times10^{-4}\ {\rm eV},
\]

which is 31.4 GHz, or 1.05 cm\(^{-1}\). A sum over all many-electron triplet states, built from determinants with the one-electron spin-orbit operator, gives the same \(D\).

**Small distortion.** Expanding each inverse gap to first order in \(\delta_e\) and \(\delta_t\),

\[
\Lambda_\parallel\simeq\frac4\Delta-\frac{2\delta_e-\frac83\delta_t}{\Delta^2},\qquad
\Lambda_\perp\simeq\frac4\Delta-\frac{-\delta_e+\frac43\delta_t}{\Delta^2},
\]
\[
D\simeq\frac{\zeta^2}{4\Delta^2}\,(3\delta_e-4\delta_t).
\]

The large isotropic terms cancel. The two splittings oppose each other when they have the same sign, and \(D\) vanishes at this order for \(3\delta_e=4\delta_t\). Here \(3\delta_e-4\delta_t=0.10\) eV, which gives 30.8 GHz, about 2% below the full model value. Raising \(\delta_e\) by 10% with the other inputs fixed adds 0.018 eV to the bracket and raises \(D\) by 18% in this limit.

## Tests of the relation and its order

Sums over same-spin states with electron repulsion included test the common-\(\lambda\) condition. Repulsion is set by the Racah parameters \(B\) and \(C\); levels are listed as \((xy;\,xz,yz;\,z^2;\,x^2-y^2)\) in eV.

- Eight electrons, \(S=1\): the example levels, \(B=0.11\), \(C=0.44\) eV.
- Two electrons, \(S=1\): levels \((0.5;0;1.0;1.3)\), \(B=0.02\), \(C=0.08\) eV.
- Three electrons, \(S=\tfrac32\): levels \((0.1;0;1.9;2.2)\), \(B=0.08\), \(C=0.35\) eV.

In each case \(D\) divided by \((\lambda/2)(g_\parallel-g_\perp)\) is 1.00000000. Repulsion changes the states and energies inside \(\Lambda\), but not the elimination of \(\Lambda\).

Beyond second order the relation is approximate. The next corrections are of relative order \(\zeta/\Delta\) in both anisotropies and need not match. Full diagonalization of the eight-electron triplet space gives relative deviations of 0.50% at \(0.04\,\zeta\) and 0.25% at \(0.02\,\zeta\), which is the expected linear decrease.

## What the simple model leaves out

**Repulsion and spin-flip states.** With repulsion among the triplets, second order gives \(D=31.0\) GHz. Adding the singlets contributes \(-4.5\) GHz and lowers this to 26.5 GHz. The operator \(\mathbf L+g_e\mathbf S\) conserves total spin and cannot reach a singlet from a triplet, so singlets do not enter the second-order cross term that fixes \(g\). The individual \(\mathbf s_i\) in the spin-orbit operator can change total spin, so singlets do enter \(D\). A measured \(g\) anisotropy carries no information on this part at leading order.

**Higher orders.** Full diagonalization at the actual \(\zeta\) gives 25.2 GHz with triplets alone and 21.3 GHz with singlets included. In the latter case \(g_\parallel-g_\perp=-0.00622\), from which the relation would read \(D=28.2\) GHz. That is 33% above the \(D\) of the same calculation. With triplets alone, the \(g\) difference of \(-0.00633\) would give 28.7 GHz, 14% too high, so higher orders and singlets both matter here.

**Covalency.** Suppose the orbital Zeeman term becomes \(k\mathbf L\) while \(\lambda\mathbf L\cdot\mathbf S\) is held fixed. The cross term acquires a factor \(k\) and \(D\) does not, so \(D=(\lambda/2k)(g_\parallel-g_\perp)\). For \(k=0.90\), the uncorrected relation reads 28.3 GHz from the simple model instead of 31.4 GHz. This correction assumes the same \(k\) and \(\lambda\) along and across the axis, which a distorted site does not guarantee, and a small difference acts on the whole shift of 0.29 rather than on the anisotropy of 0.007. With \(k_\parallel=0.91\) and \(k_\perp=0.90\), the corrected relation with the mean \(k\) reads 17 GHz while \(D\) stays 31.4 GHz. With \(k=1\) and a spin-orbit constant 1% larger along the axis, \(D\) drops to 5.8 GHz while the relation reads 18.6 GHz.

**Direct spin-spin coupling.** This adds to \(D\) without passing through \(g\). For pure d orbitals with a common radial function, its first-order part vanishes here. A threefold rotation about the cube diagonal mixes \(u\) and \(v\) by a real rotation of determinant one, so their antisymmetric pair is unchanged. The spin-spin tensor then has equal diagonal elements, and because it is traceless and axial it is zero. Repulsion does not spoil this: no other triplet of the d⁸ shell has the tetragonal symmetry of the pair \(uv\). Covalency can make the two orbitals unequal. The dipole scale at a distance of 0.10 nm is 52 GHz; an assumed 5% mismatch would leave about 2.6 GHz, which is an order of magnitude and not a calculated correction.

**Temperature.** The first excited triplet lies 1.04 eV above the ground state. Its Boltzmann factor at 300 K is \(3\times10^{-18}\), so its thermal occupation is negligible. Thermal changes of the lattice, which would alter \(\delta_e\) and \(\delta_t\), are not included.

## Comparison with a real oxide and use of the relation

The parameters are rough typical values for substitutional Ni²⁺ in MgO. Unstrained MgO is cubic, so the axial splittings here stand for an assumed distortion and are not derived from a film's measured strain. The measured \(g\) of this ion in bulk MgO is roughly 2.2, below the model's 2.28 to 2.29; a reduced orbital moment would act in that direction. Real ions also have singlet excitations, which the simple model omits. For the present parameters, including repulsion, singlets and higher orders lowers \(D\) from 31.4 to 21.3 GHz. Strain that varies from site to site in a film would also give a spread of \(D\) values; the sensitivity to \(\delta_e\) alone is given above.

An implementation should first classify the excitations that contribute to \(\Lambda\). If the open shell has \(2S\) aligned electrons or holes, use \(\lambda=\pm\zeta/(2S)\) with the corresponding sign. If filled-to-half-filled and half-filled-to-empty excitations both contribute, evaluate the separate sums for \(g\) and \(D\), taking the spin-orbit elements from the actual eigenstates: repulsion mixes the two kinds, so \(\lambda_n=\pm\zeta/(2S)\) holds only without it (the four-electron example with \(B=0.05\), \(C=0.20\) eV gives \(-0.0391\) and \(+0.0325\) eV instead of \(\mp0.0375\) eV). Excitations from filled to empty orbitals do not have the form \(\lambda\mathbf L\cdot\mathbf S\); where \(\mathbf l\) connects such orbitals, sum their spin-orbit elements directly over all total spins. They reach same-spin states that \(\mathbf L\) does not reach, but also states of spin \(S\pm1\), and without repulsion the three parts cancel in \(D\): for \(xy\to x^2-y^2\) at 3.3 eV in the four-electron example they are \(-412\) GHz (triplets), \(+275\) GHz (singlets) and \(+137\) GHz (quintets). A net contribution remains only through the repulsion that splits and mixes these states. If spin-flip states lie within a few times the same-spin gap, add their contribution to \(D\) explicitly, as the example shows that it can exceed 10%.

When \(D\) is inferred from measured \(g\) values, the error in the \(g\) difference contributes the following, in addition to the error of the relation itself:

\[
\delta D=\frac{|\lambda|}{2}\,\delta(g_\parallel-g_\perp).
\]

For this example an error of 0.001 in the \(g\) difference gives 4.5 GHz, or 14% of the simple model's \(D\). The \(g\) anisotropy is 0.007 while the mean shift from \(g_e\) is about 0.29, so both \(g\) components must be known far more precisely than the shift itself would suggest. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Cubic splitting: 1.050 eV
Splitting x2-y2 minus z2: 0.060 eV
Splitting xy minus xz,yz: 0.020 eV
zeta: 0.0750 eV;  lam: -0.0375 eV
Racah B: 0.110 eV;  Racah C: 0.440 eV
Levels xy, yz, z2, x2-y2: 0.01333, -0.00667, 1.02000, 1.08000 eV
Gap xy to x2-y2: 1.06667 eV
Gap yz to x2-y2: 1.08667 eV
Gap yz to z2: 1.02667 eV
Lambda_par: 3.75000 1/eV;  Lambda_perp: 3.84232 1/eV
Free-electron g: 2.00232
Model g_par: 2.28357;  g_perp: 2.29049
Model g_par - g_perp: -0.006924
Model D: 31.393 GHz = 1.0471 cm^-1
Model D from sum over states: 31.393 GHz
D/(relation), 8, 2, 3 electrons: 1.00000000, 1.00000000, 1.00000000
Relative deviation at 0.04 zeta: 0.004986
Relative deviation at 0.02 zeta: 0.002494
Mixed case gaps, down and up: 0.60, 1.40 eV
Mixed case D: 1295.34 GHz
Mixed case g_par - g_perp: 0.035715
Mixed case 2D/(g_par - g_perp): 0.29999 eV
With repulsion, triplets, 2nd order: D = 30.985 GHz
  g_par - g_perp = -0.006834
Spin-flip contribution to D, 2nd order: -4.477 GHz
With singlets, 2nd order: D = 26.509 GHz
Triplets only, all orders: D = 25.167 GHz
  g_par - g_perp = -0.006328
With singlets, all orders: D = 21.283 GHz
  g_par = 2.26461;  g_perp = 2.27083
  g_par - g_perp = -0.006224
  D read from this g difference: 28.218 GHz
  read D / actual D: 1.3259
Orbital Zeeman factor 0.90: model D read from g = 28.253 GHz
Dipole coupling scale at 0.10 nm: 52.04 GHz
  times assumed covalent mismatch 0.05: 2.60 GHz
First excited triplet: 1.0410 eV
  Boltzmann factor at 300 K: 3.25e-18
D error for g-difference error 0.001: 4.534 GHz
```
